\section*{Shielding tensors of crystals from the irreducible k-wedge}

\section{One mirror, two atoms, two k points}

Let a crystal have a single mirror $m:\ x\to-x$ that exchanges atoms 1 and 2, and let the Brillouin-zone mesh consist of $\mathbf k$ and $\mathbf k'=m\mathbf k$. A current loop in the $xy$ plane circulates the other way in the mirror, so the field $B_z$ it makes is reversed. A loop in the $yz$ plane looks the same, so $B_x$ is kept. Magnetic fields therefore transform with $\mathrm{diag}(1,-1,-1)$, whereas position and current transform with $R=\mathrm{diag}(-1,1,1)$.

The shielding tensor $\sigma$ relates the induced field at a nucleus to the applied one, $\mathbf B^{\rm ind}=-\sigma\mathbf B$. Both are magnetic fields, so $\sigma_{zz}$ keeps its sign in the mirror and $\sigma_{xz}$ changes it, and the mirrored tensor belongs to the other atom. The mesh averages for atom 1 are
\begin{align}
\sigma_{zz}(1)&=\tfrac12\left[\sigma_{\mathbf k,zz}(1)+\sigma_{\mathbf k,zz}(2)\right],\\
\sigma_{xz}(1)&=\tfrac12\left[\sigma_{\mathbf k,xz}(1)-\sigma_{\mathbf k,xz}(2)\right].
\end{align}
One k point suffices, provided that both atoms are evaluated there. The general scheme for $\sigma$ has the same two ingredients: a transformation of the tensor by $R$ and a permutation of the atoms. The minus sign above is already part of $R\sigma R^T$; a separate sign, $\det(R)$, appears only in the law for the current.

\section{Statement and assumptions}

The electrons are independent and fill bands doubly, with a gap. The potential $V$ is local, real and spin-independent, and the ground state has the symmetry of the space group and of time reversal. In atomic units, with electron charge $-1$,
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2+V,\qquad \mathbf A=\tfrac12\mathbf B\times\mathbf r,\qquad \mu_0=4\pi\alpha^2,
\end{equation}
where $\alpha$ is the fine-structure constant. The cell average of the induced field depends on the shape of the sample and is left out.

An operation $g=\{R|\mathbf t\}$ takes $\mathbf r$ to $R\mathbf r+\mathbf t$ and atom $s$ to $gs$. Write the current response as $j_a=\sum_bJ_{ab}B_b$, and let $J$ and $\sigma$ be mesh averages of $J_{\mathbf k}$ and $\sigma_{\mathbf k}$. Then
\begin{align}
J_{R\mathbf k}(g\mathbf r)&=\det(R)\,R\,J_{\mathbf k}(\mathbf r)\,R^T, \label{J}\\
\sigma_{R\mathbf k}(gs)&=R\,\sigma_{\mathbf k}(s)\,R^T, \label{S}\\
\sigma_{-\mathbf k}(s)&=\sigma_{\mathbf k}(s), \label{T}\\
\sigma(s)&=\frac1{|\mathcal G|}\sum_gR_g^T\Big[\sum_{\mathbf k\in\text{wedge}}w_{\mathbf k}\,\sigma_{\mathbf k}(gs)\Big]R_g. \label{W}
\end{align}
Here $|\mathcal G|$ counts operations modulo lattice translations, and $w_{\mathbf k}$ is the fraction of the mesh that $\mathbf k$ represents.

\section{A response that is local in k}

The division of $\sigma$ into k contributions is not unique, and (\ref{J})--(\ref{T}) need a division that respects symmetry term by term. The vector potential breaks lattice periodicity, but it does so through a known phase. Write the density matrix per spin as
\begin{equation}
\rho(\mathbf r_1,\mathbf r_2)=e^{-i\varphi_{12}}\bar\rho(\mathbf r_1,\mathbf r_2),\qquad \varphi_{12}=\tfrac12\mathbf B\cdot(\mathbf r_2\times\mathbf r_1),
\end{equation}
where $\varphi_{12}$ is the line integral of $\mathbf A$ along the straight path from $\mathbf r_2$ to $\mathbf r_1$, and $\bar\rho$ is lattice periodic. Since $\nabla_1\varphi_{12}=\frac12\mathbf B\times\mathbf r_2$,
\begin{equation}
(\mathbf p_1+\mathbf A(\mathbf r_1))\,e^{-i\varphi_{12}}f=e^{-i\varphi_{12}}\left[\mathbf p_1+\tfrac12\mathbf B\times(\mathbf r_1-\mathbf r_2)\right]f. \label{phase}
\end{equation}
Take $f=\delta(\mathbf u)$ with $\mathbf u=\mathbf r_1-\mathbf r_2$ to obtain the kernel of $H$. Its first-order term is $\frac12\mathbf B\cdot(\mathbf u\times\mathbf p)\,\delta(\mathbf u)=0$, because $\delta(\mathbf u)$ is isotropic. Apart from the phase, $H$ thus has no first-order change.

In a product of two kernels the phases combine to
\begin{equation}
-\varphi_{12}-\varphi_{23}+\varphi_{13}=\tfrac12\mathbf B\cdot[(\mathbf r_1-\mathbf r_2)\times(\mathbf r_2-\mathbf r_3)].
\end{equation}
A factor $(\mathbf r_1-\mathbf r_2)_a$ turns $O$ into $[r_a,O]$. With $O_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}Oe^{i\mathbf k\cdot\mathbf r}$ this commutator is $i\partial_aO_{\mathbf k}$, where $\partial_a=\partial/\partial k_a$. To first order, with repeated indices summed, a product $O_1O_2$ therefore gains
\begin{equation}
\tfrac i2B_c\epsilon_{cab}(i\partial_aO_1)(i\partial_bO_2)=-\tfrac i2B_c\epsilon_{cab}\,\partial_aO_1\,\partial_bO_2. \label{prod}
\end{equation}

Let $P$ project on the occupied states at $\mathbf k$, let $Q=1-P$, and let $\rho_1$ be the first-order part of $\bar\rho_{\mathbf k}$. Idempotency, $\rho\rho=\rho$, becomes
\begin{equation}
\rho_1=P\rho_1+\rho_1P-\tfrac i2B_c\epsilon_{cab}\,\partial_aP\,\partial_bP .
\end{equation}
Between two factors $P$ the right side contains $2P\rho_1P$; between two factors $Q$ the terms with $\rho_1$ vanish. Hence
\begin{align}
P\rho_1P&=+\tfrac i2B_c\epsilon_{cab}\,P\,\partial_aP\,\partial_bP\,P, \label{pp}\\
Q\rho_1Q&=-\tfrac i2B_c\epsilon_{cab}\,Q\,\partial_aP\,\partial_bP\,Q. \label{qq}
\end{align}
Stationarity, $H\rho-\rho H=0$, gives with (\ref{prod})
\begin{equation}
[H,\rho_1]=\tfrac i2B_c\epsilon_{cab}(\partial_aH\,\partial_bP-\partial_aP\,\partial_bH)
=\tfrac i2B_c\epsilon_{cab}\{\partial_aH,\partial_bP\},
\end{equation}
where $a$ and $b$ were exchanged in the second term, which reverses the sign of $\epsilon_{cab}$. Between an empty state $c'$ and an occupied state $v$,
\begin{equation}
\langle c'|\rho_1|v\rangle=\frac i2B_c\epsilon_{cab}\frac{\langle c'|\{\partial_aH,\partial_bP\}|v\rangle}{E_{c'}-E_v}. \label{cv}
\end{equation}
Here $\partial_aH=p_a+k_a$. Differentiating $[H,P]=0$ gives $\langle c'|\partial_aP|v\rangle=\langle c'|\partial_aH|v\rangle/(E_v-E_{c'})$, and differentiating $P^2=P$ shows that $\partial_aP$ has no occupied--occupied or empty--empty elements.

By (\ref{phase}) the vector potential drops out of the current at $\mathbf r_1=\mathbf r_2$. With two spins and charge $-1$,
\begin{equation}
\mathbf j_{\mathbf k}(\mathbf r)=-2\,\mathrm{Re}\,\langle\mathbf r|(\mathbf p+\mathbf k)\rho_1|\mathbf r\rangle,\qquad
\mathbf B^{\rm ind}(\mathbf G)=i\mu_0\frac{\mathbf G\times\mathbf j(\mathbf G)}{G^2}. \label{field}
\end{equation}
The second relation solves $i\mathbf G\times\mathbf B^{\rm ind}=\mu_0\mathbf j$ for a transverse current and $\mathbf G\ne0$. A single $\mathbf j_{\mathbf k}$ may have a longitudinal part, which the cross product removes.

\subsection*{Limit of an isolated closed shell}

For a spherical s shell of density $\rho(r)$ centred at the origin, the current is $\mathbf j=-\frac12\rho\,\mathbf B\times\mathbf r$. The field it makes at the centre is
\begin{equation}
\frac{\mu_0}{4\pi}\int\frac{\mathbf r\times\mathbf j}{r^3}\,d^3r=-\frac{\alpha^2}{2}\int\rho\,\frac{r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)}{r^3}\,d^3r=-\frac{\alpha^2}{3}\mathbf B\int\frac{\rho}{r}\,d^3r,
\end{equation}
where the angular average of $\mathbf r(\mathbf r\cdot\mathbf B)$ is $r^2\mathbf B/3$. In a cubic lattice of cell volume $\Omega$ the images add a field. Each has moment $\mathbf m=\frac12\int\mathbf r\times\mathbf j\,d^3r=-\frac16\mathbf B\int\rho r^2d^3r$. For a lattice of point dipoles $\mathbf j(\mathbf G)=i\mathbf G\times\mathbf m/\Omega$, and (\ref{field}) gives $\mu_0[\mathbf m-\mathbf G(\mathbf G\cdot\mathbf m)/G^2]/\Omega$. Every $\mathbf G\neq0$ thus contributes on cubic average $\frac23\mu_0\mathbf m/\Omega$. A sum over all $\mathbf G$ would be a contact term on each site, already counted in the shell's own field, so the omitted $\mathbf G=0$ leaves $-\frac23\mu_0\mathbf m/\Omega$. Thus
\begin{equation}
\sigma=\frac{\alpha^2}{3}\int\frac{\rho}{r}\,d^3r-\frac{\mu_0}{9\Omega}\int\rho r^2\,d^3r .
\end{equation}
Consider a Gaussian well of depth 100 eV and width 0.6 \AA\ (standard deviation) in a cubic cell of 3.0 \AA. A radial finite-difference solution gives $44.403-1.077=43.326$ ppm. Equations (\ref{pp})--(\ref{field}) in plane waves up to 600 eV, at $\mathbf k=(\frac14,\frac14,\frac14)$ in reciprocal-lattice units, give 43.23 ppm, lower by 0.2\%. At 300 eV they give 42.49 ppm, so the basis matters at the per cent level even here. The k point matters too, because the wells in this cell are not fully isolated: at $\mathbf k=0$ and 300 eV the result is 40.43 ppm. The point $(\frac14,\frac14,\frac14)$ is chosen because $\cos(\mathbf k\cdot\mathbf L)=0$ there for the six nearest lattice vectors $\mathbf L$, which removes the leading overlap terms.

\section{Transformation laws}

\subsection*{Space-group operations}

Let $(U_gu)(\mathbf r)=u(g^{-1}\mathbf r)$. Then $U_g(\mathbf p+\mathbf k)U_g^\dagger=R^T(\mathbf p+R\mathbf k)$. The square is unaffected by $R^T$ and $V$ is invariant, so $H_{R\mathbf k}=U_gH_{\mathbf k}U_g^\dagger$ and $P_{R\mathbf k}=U_gP_{\mathbf k}U_g^\dagger$. The chain rule gives
\begin{equation}
(\partial_aP)_{R\mathbf k}=R_{aa'}\,U_g(\partial_{a'}P)_{\mathbf k}U_g^\dagger ,
\end{equation}
and likewise for $H$. Each term of $\rho_1$ has two derivatives contracted with $\epsilon_{cab}$, for which
\begin{equation}
\epsilon_{cab}R_{aa'}R_{bb'}=\det(R)\,R_{cc'}\,\epsilon_{c'a'b'} .
\end{equation}
The factor $\det(R)R$ can be moved onto the field, with the result
\begin{equation}
\rho_{1,R\mathbf k}[\det(R)R\mathbf B]=U_g\,\rho_{1,\mathbf k}[\mathbf B]\,U_g^\dagger .
\end{equation}
This is the axial behaviour seen in the mirror. The current operator supplies one polar factor $R$:
\begin{equation}
J_{R\mathbf k}(g\mathbf r)\det(R)R\,\mathbf B=R\,J_{\mathbf k}(\mathbf r)\,\mathbf B .
\end{equation}
This holds for every $\mathbf B$, and the inverse of $\det(R)R$ is $\det(R)R^T$, so (\ref{J}) follows. In (\ref{field}), $R\mathbf G\times R\mathbf j=\det(R)R(\mathbf G\times\mathbf j)$ adds a second determinant. The two multiply to one, which gives (\ref{S}). A fractional translation enters through the position $gs$ and nowhere else.

\subsection*{Time reversal}

Since $V$ is real, $P_{-\mathbf k}=P_{\mathbf k}^*$ and $(\partial_aP)_{-\mathbf k}=-(\partial_aP)^*_{\mathbf k}$. The two minus signs in each product cancel, while the prefactor $i$ changes sign under conjugation, so $\rho_{1,-\mathbf k}=-\rho_{1,\mathbf k}^*$ at the same $\mathbf B$. The momentum obeys $\mathbf p-\mathbf k=-(\mathbf p+\mathbf k)^*$. The product of the two is the complex conjugate of its value at $\mathbf k$, with the same real part. Hence $J_{-\mathbf k}(\mathbf r)=J_{\mathbf k}(\mathbf r)$, and (\ref{T}) follows.

Time reversal thus acts on k as inversion does, but it moves no atom and does not transpose the tensor. The indices of $\sigma$ belong to different things, the nuclear site and the external field, and nothing above makes $\sigma$ symmetric.

\section{Reduction to the wedge}

Apply (\ref{S}) to the symmetrised contribution of one k point:
\begin{equation}
\frac1{|\mathcal G|}\sum_gR_g^T\sigma_{\mathbf k}(gs)R_g=\frac1{|\mathcal G|}\sum_g\sigma_{R_g^{-1}\mathbf k}(s).
\end{equation}
The right side is the average of $\sigma(s)$ over the orbit of $\mathbf k$ under the rotations, since each member occurs equally often. If $-\mathbf k$ lies outside this orbit, its own orbit has the same average by (\ref{T}), and the two can be merged. Weighting each average with the orbit's share $w_{\mathbf k}$ of the mesh restores the full sum, which is (\ref{W}). The mesh must be mapped onto itself by all $R$ and, if time reversal is used, by $\mathbf k\to-\mathbf k$.

\begin{verbatim}
for each g = {R|t}:  perm[g][s] = atom at R r_s + t (mod lattice)
split mesh into orbits under k -> R k and k -> -k (mod G)
raw[s] = 0 for all atoms s
for one k per orbit, w = orbit size / mesh size:
    diagonalise H_k in plane waves with |k+G|^2/2 < E_cut
    build rho_1 for B along x, y, z
    form j(G), then B_ind(G) for G != 0
    for all atoms s:  raw[s] += w * sigma_k(s)
for all atoms s:
    sigma[s] = average over g of  R^T raw[perm[g][s]] R
\end{verbatim}

With $N$ plane waves, diagonalisation costs of order $N^3$ per k point. The blocks (\ref{pp})--(\ref{cv}) have a rank set by the number $n$ of occupied bands and cost of order $N^2n$. Symmetrisation takes $|\mathcal G|$ products of $3\times3$ matrices per atom, so the saving is close to the ratio of mesh to wedge.

The denominators in (\ref{cv}) join occupied to empty states and are bounded below by the direct gap. Degeneracies within either set do no harm, because $\rho_1$ depends on the projectors and on $H$, not on the choice of eigenvectors. The cutoff should act on $|\mathbf k+\mathbf G|$: that set is carried onto the set at $R\mathbf k$ and does not change when $\mathbf k$ is folded back by a reciprocal vector. The laws then hold at any cutoff.

\section{Worked example}

The model is a tetragonal cell with $a=4.2$ \AA, $c=3.4$ \AA\ and Gaussian wells of width 0.5 \AA. Four wells A, 100 eV deep, lie at $(x,x,0)$, $(-x,-x,0)$, $(-x,x,\frac12)$ and $(x,-x,\frac12)$ with $x=0.22$. Two wells B, 20 eV deep, lie at $(0,0,z)$ and $(0,0,z+\frac12)$ with $z=0.15$. Four bands are filled. There are eight operations: the identity, a twofold axis and two diagonal mirrors without translation, and two fourfold screws and two glides with translation $c/2$. Four of the eight are improper, and inversion is absent.

On a $4\times4\times4$ mesh containing $\mathbf k=0$, with a cutoff of 150 eV, the gap is 23 eV. The rotations sort the 16 in-plane points into 6 classes and leave $k_z$ alone, so the wedge has $6\times4=24$ points. Time reversal joins $k_z$ to $-k_z$, which leaves $6\times3=18$ of the 64. Summing all 64 points without symmetry gives the same tensors as (\ref{W}) to rounding, about $10^{-14}$ ppm.

The sum before symmetrisation depends on which k point represents each orbit. Here it is the first in lexicographic order, with mesh indices running from 0 to 3. For A1, the first A site, the wedge sum before and after symmetrisation is, in ppm,
\begin{equation}
\begin{pmatrix}31.391&-0.158&0.126\\-0.159&31.444&0.100\\0.130&0.108&31.625\end{pmatrix}
\to
\begin{pmatrix}31.420&-0.135&0.058\\-0.135&31.420&0.058\\0.066&0.066&31.628\end{pmatrix}.
\end{equation}
The isotropic value is $(2\times31.420+31.628)/3=31.49$ ppm. The mirror through A1 exchanges $x$ and $y$, hence the equal entries. The number of free components is the average of $(\mathrm{tr}\,R)^2$ over the operations that fix the site: $(9+1)/2=5$ for A, and $(9+1+1+1)/4=3$ for B.

The screw $(x,y,z)\to(-y,x,z+\frac12)$ takes A1 to the third site, A3. Equation (\ref{S}) gives $\sigma_{xy}({\rm A3})=-\sigma_{yx}({\rm A1})=0.135$ ppm and $\sigma_{xz}({\rm A3})=-\sigma_{yz}({\rm A1})=-0.058$ ppm, as the symmetrised A3 tensor shows. The two B sites have $\sigma_{xx}=\sigma_{yy}=-1.304$ and $\sigma_{zz}=-1.876$ ppm, with $\sigma_{xy}=\sigma_{yx}=+2.021$ ppm on one and $-2.021$ ppm on the other.

\section{Failure modes}

The errors given in ppm are the largest deviations of any tensor component from the full-mesh result in this model.

\begin{itemize}
\item \emph{No symmetrisation}: 0.068 ppm for the representatives chosen above; other choices change the value. This is small beside 31 ppm but comparable with the off-diagonal elements at A.
\item \emph{No atom permutation}: 2.02 ppm. Half of the operations exchange the B sites and reverse $\sigma_{xy}$. If each tensor is averaged with itself, that component cancels completely.
\item \emph{$R$ and $R^T$ interchanged}: 0.033 ppm. Only the two fourfold screws have $R\ne R^T$. A quarter of the terms then enter $\sigma_{zx}$ with the wrong sign, which removes about half of its 0.066 ppm.
\item \emph{Transposition for time reversal}: 0.004 ppm, which is $(0.0660-0.0584)/2$, if the final tensor is averaged with its transpose. This average erases the antisymmetric part of $\sigma$. If $\sigma_{-\mathbf k}=\sigma_{\mathbf k}^T$ is used only for the orbits that time reversal merges, the error is smaller, 0.002 ppm.
\item \emph{No determinant in the current law}: the current has the wrong sign for every improper operation, an error of twice its size. Checking the law for $\sigma$ alone does not reveal this, because there the determinants cancel; the current law needs its own check.
\end{itemize}

Symmetry does not show whether a calculation is converged. Raising the cutoff from 150 to 200 eV moves the isotropic shielding at A from 31.5 to 37.7 ppm and at B from $-1.49$ to $-1.56$ ppm, while (\ref{S}) holds to rounding at 150 eV. Nor is 200 eV enough: with the single symmetrised point $\mathbf k=(\frac14,\frac14,\frac14)$ the isotropic value at A is 31.4, 37.6, 42.3 and 43.5 ppm at 150, 200, 300 and 400 eV, and between 150 and 400 eV $\sigma_{xy}$ at A1 goes from $-0.13$ to $-0.085$ ppm and $\sigma_{xz}$ from 0.058 to 0.043 ppm. The response formulas were derived for a complete basis, in which the kernel of $H$ contains an exact $\delta(\mathbf u)$. In a truncated basis they keep the symmetry but are only approximate as a magnetic response. The tensors above therefore illustrate the transformation laws; they are not converged values for these wells.

In a collinear magnet without spin--orbit coupling each spin still sees a real potential, and $P_{-\mathbf k}=P_{\mathbf k}^*$ holds for each spin. In a magnetic state with spin--orbit coupling or non-collinear order this relation fails in general. Unless (\ref{T}) has been established for such a state, time reversal should be left out of the orbits. In any magnet, collinear ones included, the operations of the nonmagnetic crystal need not all survive; it is safe to restrict $\mathcal G$ to those that preserve the magnetic state. In a metal $P$ is not smooth in $\mathbf k$, and (\ref{pp})--(\ref{cv}) do not apply. A nonlocal potential can add first-order terms to the Hamiltonian kernel, depending on how it is coupled to the field; they are not derived here. The reduction (\ref{W}) itself rests on (\ref{S}) and (\ref{T}) alone, so it serves any response scheme whose k contributions obey them.
